# The exchange hole and exchange energy of the uniform electron gas, part 2

The problem is the exchange hole $n_x$ of the uniform electron gas: the change in the density of electrons at $\mathbf r'$ caused by finding one at $\mathbf r$. The state has $N$ electrons in a volume $V$, filling the lowest plane waves with no regard to their repulsion. Hartree atomic units are used ($\hbar=m=e=1$, lengths in bohr, energies in hartree). The density is $n=N/V$, $k_F$ is the Fermi wave number, $\mathbf u=\mathbf r-\mathbf r'$ and $u=|\mathbf u|$. The two spins $\sigma$ are equally populated, with densities $n_\sigma=n/2$.

Dimensions and symmetry give

$$n_x(u)=n\,h(y),\qquad y=k_Fu, \tag{1}$$

with one function $h$ for every density; spin symmetry suggests $h(0)=-\tfrac12$. The pair density $n_2$ defines the hole:

$$n_2(\mathbf r,\mathbf r')=n(\mathbf r)\,[\,n(\mathbf r')+n_x(\mathbf r,\mathbf r')\,]. \tag{3}$$

For any state of fixed finite $N$,

$$\int n_x(\mathbf r,\mathbf r')\,d^3r'=-1 . \tag{4}$$

For a single Slater determinant of definite-spin orbitals $\varphi_{i\sigma}$, the density matrix is $\gamma_\sigma(\mathbf r,\mathbf r')=\sum_i\varphi_{i\sigma}(\mathbf r)\,\varphi^*_{i\sigma}(\mathbf r')$. It is a projector, which reproduces (4), and section 3 found

$$n_x(\mathbf r,\mathbf r')=-\frac{1}{n(\mathbf r)}\sum_\sigma|\gamma_\sigma(\mathbf r,\mathbf r')|^2 . \tag{5}$$

$$n_x(\mathbf r,\mathbf r)=-\frac{n_\uparrow^2+n_\downarrow^2}{n}. \tag{6}$$

Without polarization the depth bound is $n_x\ge-n(\mathbf r')/2$. The exchange energy per electron is

$$\varepsilon_x=\frac12\int\frac{n_x(u)}{u}\,d^3u=2\pi\int_0^\infty u\,n_x(u)\,du . \tag{7}$$

In section 2, two electrons of opposite spin in the same plane wave in a periodic box have $n_x=-1/V=-n/2$ everywhere. "The program" is the one that tests the results of this text numerically and symbolically.

## 5. The density matrix of the Fermi sphere

In a periodic cube of side $L$, $V=L^3$, the orbitals are $e^{i\mathbf k\cdot\mathbf r}/\sqrt V$ with $\mathbf k=2\pi\mathbf m/L$ and $\mathbf m$ a triple of integers. Both spins occupy the waves with $|\mathbf k|<k_F$. Then

$$\gamma_\sigma(\mathbf u)=\frac1V\sum_{|\mathbf k|<k_F}e^{i\mathbf k\cdot\mathbf u}.$$

Each allowed $\mathbf k$ owns a cell of volume $(2\pi)^3/V$. At fixed $\mathbf u$ and $L\to\infty$ the summand varies little across a cell and the sum is a Riemann sum:

$$\gamma_\sigma(\mathbf u)=\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,e^{i\mathbf k\cdot\mathbf u}. \tag{8}$$

At $\mathbf u=0$ this is $n_\sigma=\tfrac{4\pi}{3}k_F^3/(8\pi^3)=k_F^3/(6\pi^2)$, so that

$$n=\frac{k_F^3}{3\pi^2}.$$

The Wigner-Seitz radius $r_s$ is defined by $n=3/(4\pi r_s^3)$. Equating the two forms gives $k_F^3r_s^3=9\pi/4$, so $k_Fr_s=(9\pi/4)^{1/3}=1.919158$ at every density.

Take the polar axis of $\mathbf k$ along $\mathbf u$ and let $t$ be the cosine of the polar angle. The azimuth gives $2\pi$, and

$$\int d\Omega\,e^{i\mathbf k\cdot\mathbf u}=2\pi\int_{-1}^{1}e^{ikut}dt=2\pi\,\frac{e^{iku}-e^{-iku}}{iku}=4\pi\,\frac{\sin ku}{ku}=4\pi j_0(ku),$$

where $j_0(z)=\sin z/z$. With $4\pi/(2\pi)^3=1/(2\pi^2)$,

$$\gamma_\sigma(u)=\frac1{2\pi^2}\int_0^{k_F}k^2j_0(ku)\,dk=\frac{1}{2\pi^2u}\int_0^{k_F}k\sin(ku)\,dk . \tag{9}$$

One integration by parts, with $\sin(ku)=\frac{d}{dk}[-\cos(ku)/u]$, gives

$$\int_0^{k_F}k\sin(ku)\,dk=-\frac{k_F\cos k_Fu}{u}+\frac1u\int_0^{k_F}\cos(ku)\,dk=\frac{\sin y-y\cos y}{u^2}.$$

Therefore $\gamma_\sigma=(\sin y-y\cos y)/(2\pi^2u^3)=\dfrac{k_F^3}{2\pi^2}\,\dfrac{\sin y-y\cos y}{y^3}$. The spherical Bessel function of order one is

$$j_1(y)=\frac{\sin y}{y^2}-\frac{\cos y}{y}=\frac{\sin y-y\cos y}{y^2},$$

and $k_F^3/(2\pi^2)=3\cdot k_F^3/(6\pi^2)=3\cdot n/2$. The result is

$$\gamma_\sigma(u)=\frac n2 f(y),\qquad f(y)=\frac{3j_1(y)}{y}=3\int_0^1x^2j_0(xy)\,dx . \tag{10}$$

The last form is (9) with $k=k_Fx$, divided by $n/2$. It says that $f$ is the average of the phase $e^{i\mathbf k\cdot\mathbf u}$ over the Fermi ball.

Inserting (10) in (5) with two equal spin terms, $n_x=-2(n/2)^2f^2/n$, gives the exchange hole:

$$n_x(u)=-\frac n2 f(y)^2=-\frac{9n}{2}\left[\frac{j_1(k_Fu)}{k_Fu}\right]^2 . \tag{11}$$

This has the form (1), with $h=-f^2/2$.

Two tests apply. The program evaluates (8) by three-dimensional quadrature with $\mathbf u$ along an oblique direction and compares the hole with (11). It also tests the passage from sum to integral by summing closed shells of plane waves in finite boxes at the same density. The hole in a cubic box is not isotropic, and the comparison is made along one direction only, $\mathbf u\parallel(1,2,2)$. On 25 points of this ray with $0.2\le y\le6$ the largest deviation from (11), relative to $n$, is $0.096$ for $N=14$, $8.7\times10^{-4}$ for $N=1030$ and $4.0\times10^{-5}$ for $N=226162$. These values depend on the ray and on the shell: along $(1,0,0)$ they are about three times larger for $N=14$ and about twice as large for the two bigger boxes, and the decrease is not monotonic from one closed shell to the next (on the $(1,2,2)$ ray $N=1850$ gives $1.2\times10^{-3}$). The limit in (8) is taken at fixed $u$, and it cannot hold for $u$ of the order of $L$: in the box $\gamma_\sigma$ is periodic, so the hole returns to its on-top value at $\mathbf u=(L,0,0)$.

## 6. The shape of the hole

Small distance. Expanding $j_0(xy)=1-(xy)^2/6+(xy)^4/120-\dots$ in (10) and using $3\int_0^1x^{2+2m}dx=3/(2m+3)$,

$$f=1-\frac{y^2}{6}\cdot\frac35+\frac{y^4}{120}\cdot\frac37-\dots=1-\frac{y^2}{10}+\frac{y^4}{280}-\dots$$

Squaring, the $y^2$ term is $-2/10=-1/5$ and the $y^4$ term is $1/100+2/280=7/700+5/700=3/175$:

$$n_x(u)=-\frac n2\left[1-\frac{y^2}{5}+\frac{3y^4}{175}-\dots\right]. \tag{12}$$

At $u=0$ this gives $n_x(0)=-n/2$, in agreement with (6) and with the symmetry argument. It also gives $j_1\simeq y/3$ at small $y$. The curvature has a direct meaning. Expanding the averaged phase, $f=1-\tfrac12\langle(\mathbf k\cdot\mathbf u)^2\rangle+\dots=1-\tfrac16\langle k^2\rangle u^2+\dots$, and $\langle k^2\rangle=\tfrac35k_F^2$ is twice the kinetic energy per electron. For a Fermi sphere centred at $\mathbf k=0$ the kinetic energy thus fixes the curvature of the hole at its centre. The centring matters: displacing all occupied wave vectors by the same amount changes the kinetic energy, but it only multiplies $\gamma_\sigma$ by a phase and leaves the hole unchanged. Among Fermi spheres a larger $k_F$ shrinks every length of the hole, by (1). The curvature alone does not fix the overall width. For a different set of occupied waves at the same spin densities the on-top value is unchanged, and so is the charge in the box. A hole that becomes shallow faster near the centre holds less charge inside a small sphere about the electron, but this need not be so at every radius: deforming the Fermi ball into a slightly ellipsoidal set of equal volume raises $\langle k^2\rangle$, yet the charge inside $y<Y$ grows slightly for $Y$ just beyond the first zero of (11), where $|n_x|$ increases with distance.

There is no term linear in $u$, because the determinant does not respond to the Coulomb singularity. In the true wavefunction the relative motion of two electrons at short distance obeys $-\nabla_u^2\psi+\psi/u=\text{finite}$, and since $\nabla^2(u/2)=1/u$ this forces $\psi=\psi(0)(1+u/2)+\mathbf a\cdot\mathbf u+\dots$ when $\psi(0)\neq0$, as is allowed for opposite spins. The term $\mathbf a\cdot\mathbf u$ has zero Laplacian, so it is not fixed by this argument, and it drops out of the average over the direction of $\mathbf u$, which is $\psi(0)(1+u/2+\dots)$. That cusp belongs to the correlation hole and is absent from (11).

Bounds. The modulus of an average of unit phases cannot exceed one, so $|f|\le1$ and

$$-\frac n2\le n_x(u)\le0,\qquad \frac12\le g_x(u)\le1, \tag{13}$$

where $g_x=n_2/n^2=1+n_x/n$ is the pair-distribution function. The lower bound is reached only at $u=0$, since for $u>0$ the phases differ across the ball. It is the depth bound of section 3 in the uniform case.

Nodes. The upper bound is reached where $j_1=0$, that is $\sin y=y\cos y$ or $\tan y=y$ with $y>0$. The first root is $y_1=4.493409$. At a node the hole touches zero quadratically and does not change sign. The program finds the first zero of the quadrature (9) and compares it with the root of $\tan y=y$.

Large distance. Squaring $j_1$,

$$j_1^2=\frac{\cos^2y}{y^2}-\frac{\sin2y}{y^3}+\frac{\sin^2y}{y^4}, \tag{14}$$

so $n_x\simeq-\tfrac{9n}{2}\cos^2y/y^4$, and the average over one oscillation, $\langle\cos^2\rangle=\tfrac12$, is $-9n/(4y^4)$. The program's mean of $y^4n_x/n$ over $100\pi\le y\le101\pi$, from the quadrature (9), is $-2.25$. The origin of the tail can be read off the integration by parts in section 5: the leading term $-y\cos y$ is the boundary term at $k=k_F$. It exists because the occupation drops abruptly from one to zero there. The oscillation $\cos^2y=(1+\cos2k_Fu)/2$ has wave number $2k_F$, the diameter of the Fermi sphere. The $u^{-4}$ decay is fast enough for the charge $\int u^2n_x\,du$ and the energy $\int u\,n_x\,du$ to converge, but the mean distance $\int u^3|n_x|\,du$ diverges logarithmically, so the hole has no finite mean radius.

## 7. Two antiderivatives

Both remaining integrals involve $j_1^2$, and both follow from one combination. The derivatives of $j_0$ and $j_1$ are found directly:

$$j_0'=\frac{\cos y}{y}-\frac{\sin y}{y^2}=-j_1,$$

$$j_1'=\frac{\cos y}{y^2}-\frac{2\sin y}{y^3}+\frac{\sin y}{y}+\frac{\cos y}{y^2}=\frac{\sin y}{y}-\frac2y\left(\frac{\sin y}{y^2}-\frac{\cos y}{y}\right)=j_0-\frac{2j_1}{y}.$$

Define $S(y)=j_0^2+j_1^2$. Then $S'=2j_0j_0'+2j_1j_1'=-2j_0j_1+2j_1j_0-4j_1^2/y$. The mixed terms cancel:

$$S'=-\frac{4j_1^2}{y}. \tag{15}$$

Multiplying by $y$ and adding $S$,

$$(yS)'=S+yS'=j_0^2+j_1^2-4j_1^2=j_0^2-3j_1^2 . \tag{16}$$

Adding $j_0^2=\sin^2y/y^2$ to (14) and using $\sin^2+\cos^2=1$ gives the explicit form

$$S(y)=\frac1{y^2}-\frac{\sin2y}{y^3}+\frac{\sin^2y}{y^4}. \tag{17}$$

At small $y$, $j_0^2=1-y^2/3+\dots$ and $j_1^2=y^2/9+\dots$, so $S=1-2y^2/9+\dots$ and $S(0)=1$. This agrees with (15), whose right side is $-4y/9$ at leading order. By (15) $S$ never increases, and by (17) it tends to zero as $1/y^2$. The program verifies the two derivatives, (15), (16) and (17) symbolically.

## 8. The sum rule

The argument of section 3 gives $-1$ in any finite box. Formula (11) was obtained by sending the box to infinity at fixed $u$, and integrating it afterwards over all $u$ reverses the order of two limits. A part of the hole of depth $1/V$ spread over the whole box, such as the opposite-spin pair of section 2 has, would be lost in that order. The integral of (11) therefore has to be done.

Let $Q(Y)$ be the hole charge within $y<Y$. With $d^3u=4\pi y^2dy/k_F^3$,

$$Q(Y)=-\frac{9n}{2}\,\frac{4\pi}{k_F^3}\int_0^Yj_1^2\,dy=-\frac{18\pi}{3\pi^2}\int_0^Yj_1^2\,dy=-\frac6\pi\int_0^Yj_1^2\,dy .$$

The factors $y^2$ and $1/y^2$ have cancelled and $n/k_F^3=1/(3\pi^2)$ was used. Integrating (16) from $0$ to $Y$ gives $3\int_0^Yj_1^2=\int_0^Yj_0^2-Y S(Y)$. For the $j_0$ integral, integrate by parts with $1/y^2=(-1/y)'$ and $(\sin^2y)'=\sin2y$:

$$\int_0^Y\frac{\sin^2y}{y^2}dy=-\frac{\sin^2Y}{Y}+\int_0^Y\frac{\sin2y}{y}dy=\mathrm{Si}(2Y)-\frac{\sin^2Y}{Y},$$

where $\mathrm{Si}(z)=\int_0^z(\sin t/t)\,dt$, the substitution $t=2y$ leaves $dy/y=dt/t$, and the boundary term at $0$ vanishes. Hence

$$Q(Y)=-\frac2\pi\left[\mathrm{Si}(2Y)-\frac{\sin^2Y}{Y}-Y S(Y)\right]. \tag{18}$$

Check at small $Y$. The expansions are $\mathrm{Si}(2Y)=2Y-(2Y)^3/18=2Y-\tfrac49Y^3$, $\sin^2Y/Y=Y-\tfrac13Y^3$ and $YS=Y-\tfrac29Y^3$. The linear terms cancel and the cubic terms give $-\tfrac49+\tfrac39+\tfrac29=\tfrac19$, so $Q\simeq-2Y^3/(9\pi)$. A small sphere of radius $Y/k_F$ filled with the on-top value holds $-\tfrac n2\cdot\tfrac{4\pi}3Y^3/k_F^3=-\tfrac{1}{6\pi^2}\cdot\tfrac{4\pi}{3}Y^3=-2Y^3/(9\pi)$, the same.

The limit $Y\to\infty$ needs the Dirichlet integral $\mathrm{Si}(\infty)$. Define $F(a)=\int_0^\infty e^{-at}(\sin t/t)\,dt$ for $a>0$. The exponential allows differentiation under the integral:

$$F'(a)=-\int_0^\infty e^{-at}\sin t\,dt=-\mathrm{Im}\int_0^\infty e^{-(a-i)t}dt=-\mathrm{Im}\frac{1}{a-i}=-\mathrm{Im}\frac{a+i}{a^2+1}=-\frac1{1+a^2}.$$

Because $|\sin t/t|\le1$, $|F(a)|\le1/a\to0$ as $a\to\infty$, which fixes the constant: $F(a)=\pi/2-\arctan a=\arctan(1/a)$. The program tests this formula by quadrature. It remains to show that $F(a)\to\mathrm{Si}(\infty)$ as $a\to0$. Put $g(t)=e^{-at}/t$, positive and decreasing to zero for every $a\ge0$. By parts, $\int_R^\infty g\sin t\,dt=g(R)\cos R+\int_R^\infty g'\cos t\,dt$, and $\int_R^\infty|g'|\,dt=g(R)$, so the tail beyond $R$ is at most $2g(R)\le2/R$ in modulus, for $a=0$ as well. On $[0,R]$ the two integrands differ by at most $1-e^{-at}\le at$, whose integral is $aR^2/2$. Thus $|F(a)-\mathrm{Si}(\infty)|\le4/R+aR^2/2$, which tends to zero with the choice $R=a^{-1/3}$. Therefore $\mathrm{Si}(\infty)=\pi/2$.

In (18) the terms $\sin^2Y/Y$ and $YS\simeq1/Y$ vanish at infinity, and

$$\int n_x\,d^3u=-\frac2\pi\cdot\frac\pi2=-1,\qquad\int_0^\infty j_1^2\,dy=\frac\pi6 . \tag{19}$$

No charge was lost in the limit: the localized hole (11) holds the whole electron.

The same result follows in wave-vector space. By (8), $\gamma_\sigma$ is the Fourier transform of the occupation $\theta(\mathbf k)$, equal to one inside the sphere and zero outside. Writing $|\gamma_\sigma|^2$ as a double integral and using $\int e^{i(\mathbf k-\mathbf k')\cdot\mathbf u}d^3u=(2\pi)^3\delta(\mathbf k-\mathbf k')$ gives $\int|\gamma_\sigma|^2d^3u=\int\theta^2\,d^3k/(2\pi)^3$. Since $\theta^2=\theta$, this is $n_\sigma$. The step $\theta^2=\theta$ is where the sum rule can fail. If occupations $w(\mathbf k)$ strictly between zero and one are inserted in (8) and (5), the integral becomes $-\int w^2/\int w$, which is less than one electron in magnitude. In a finite box a density matrix with such occupations is not a projector and does not come from a single determinant. The limit at fixed $u$ can nevertheless produce one: a determinant that fills only those waves of a sphere with $m_1+m_2+m_3$ even tends to $w=\tfrac12$. Its hole still holds one electron in the box, but $\gamma_\sigma$ returns to its on-top value at $\mathbf u=(L/2,L/2,L/2)$, and the half of the charge located there is lost in the limit.

The approach to $-1$ is slow. Two integrations by parts give

$$\frac\pi2-\mathrm{Si}(z)=\int_z^\infty\frac{\sin t}{t}dt=\frac{\cos z}{z}-\int_z^\infty\frac{\cos t}{t^2}dt=\frac{\cos z}{z}+\frac{\sin z}{z^2}-2\int_z^\infty\frac{\sin t}{t^3}dt,$$

and the last integral is $O(z^{-3})$ by the tail estimate above with $g=t^{-3}$. Set $z=2Y$, write $\sin^2Y/Y=(1-\cos2Y)/(2Y)$, and take $YS=1/Y-\sin2Y/Y^2+O(Y^{-3})$ from (17). The bracket in (18) becomes

$$\frac\pi2-\frac{\cos2Y}{2Y}-\frac{\sin2Y}{4Y^2}-\frac1{2Y}+\frac{\cos2Y}{2Y}-\frac1Y+\frac{\sin2Y}{Y^2}+O(Y^{-3}).$$

The cosine terms cancel, the $1/Y$ terms add to $-3/(2Y)$ and the sine terms to $+3\sin2Y/(4Y^2)$:

$$Q(Y)=-1+\frac{3}{\pi Y}-\frac{3\sin2Y}{2\pi Y^2}+O(Y^{-3}). \tag{20}$$

The leading term is the averaged tail of section 6: $\int_Y^\infty dy/(2y^2)=1/(2Y)$, times $6/\pi$.

The hole of the filled Fermi sphere is (11), and by (19) it holds exactly one missing electron even after the box has been sent to infinity. What remains is the exchange energy with its constant $C_x$, the extension to spin polarization, and numerical values.

All numerical values are calculated from the stated model.
